# Acoustic-phonon mobility in a triangular well when the confining field doubles

## Problem

An electron is held against an interface by a constant force. Its potential energy is $V(z)=Fz$ for $z>0$, and an impenetrable wall stands at $z=0$. Here $F$ is the magnitude of the force, that is, the electron's charge times the confining field. The electron moves freely in the $xy$ plane and is scattered by acoustic phonons.

Assume the following.

- The electron has one isotropic, parabolic valley of effective mass $m$, and only the lowest subband takes part.
- The phonons are longitudinal bulk waves with $\omega=vq$. They shift the electron's energy by $D\,\nabla\!\cdot\mathbf u$, where $D$ is the deformation potential and $\mathbf u$ the displacement. Screening is neglected.
- Phonon energies are far below the thermal energy $kT$, so that collisions are treated as elastic.

The crystal has mass density $\rho$ and elastic constant $C=\rho v^2$. The algebra uses atomic units ($\hbar=e=m_e=1$); numbers are in eV and angstrom.

(a) How does the spatial extent of the ground state depend on $F$?

(b) Find the momentum relaxation rate $1/\tau$ and the mobility $\mu$ for a given ground state $\psi(z)$.

(c) By what factor does $\mu$ change when $F$ is doubled at fixed temperature?

(d) Evaluate both mobilities for $m=0.2$ electron masses, $D=10$ eV, $C=0.9$ eV/Å$^3$, $\hbar v=0.035$ eV Å, $kT=0.015$ eV and $F=0.002$ eV/Å. These are round model parameters. Do they satisfy the assumptions?

## Hints

1. Measure $z$ in units of a length $\ell$, and choose $\ell$ so that the Schrödinger equation contains no parameter.
2. The well breaks translation symmetry along $z$. The in-plane momentum is conserved in a collision, but $q_z$ is not fixed by any conservation law and has to be summed over.
3. For $\omega\ll kT$, the phonon number is about $kT/\omega$. Follow the powers of $q$ in the squared matrix element.
4. The sum over $q_z$ is a case of Parseval's theorem.
5. You need not evaluate any integral over Airy functions to answer (c).

## Solution

### (a) Scaling the well

The motion along $z$ obeys

$$-\frac{1}{2m}\psi''(z)+Fz\,\psi(z)=E\,\psi(z),\qquad \psi(0)=0 .$$

Put $z=\ell x$. Each derivative brings a factor $1/\ell$. After division by $F\ell$,

$$-\frac{1}{2mF\ell^3}\,\phi''(x)+x\,\phi(x)=\varepsilon\,\phi(x),\qquad \varepsilon=\frac{E}{F\ell}.$$

The first coefficient becomes 1 if

$$\ell=(2mF)^{-1/3}.$$

The equation is then $\phi''=(x-\varepsilon)\phi$. Its solution that decays at large $x$ is $\mathrm{Ai}(x-\varepsilon)$. The wall requires $\mathrm{Ai}(-\varepsilon)=0$, so the ground state has $\varepsilon=-a_1$, where $a_1=-2.338$ is the first zero of Ai. Hence

$$\psi(z)=\ell^{-1/2}\phi(z/\ell),\qquad \phi(x)\propto \mathrm{Ai}(x+a_1),\qquad E_1=-a_1F\ell .$$

The prefactor $\ell^{-1/2}$ keeps $\int\psi^2dz=1$ when $\int\phi^2dx=1$. A change of $F$ stretches or compresses the state without changing its shape, and every length in it varies as $F^{-1/3}$. The exponent expresses a balance: the confinement energy $1/(2m\ell^2)$ equals the potential energy $F\ell$.

### (b) Scattering rate and mobility

**Matrix element.** Let $\mathbf q=(\mathbf Q,q_z)$, with $\mathbf Q$ in the plane. In a crystal of volume $\Omega$, a mode has displacement amplitude $(2\rho\Omega\omega)^{-1/2}$ per phonon operator. The divergence supplies a factor $q$ for a longitudinal wave. For absorption of one phonon from a mode that holds $n$ of them,

$$|M|^2=\frac{D^2q^2}{2\rho\Omega\omega}\,n\,|G(q_z)|^2,\qquad G(q_z)=\int_0^\infty\psi^2(z)\,e^{iq_zz}\,dz .$$

The in-plane plane waves enforce $\mathbf k'=\mathbf k+\mathbf Q$. Emission has $n+1$ in place of $n$, and $\mathbf k'=\mathbf k-\mathbf Q$. Because modes with $\mathbf q$ and $-\mathbf q$ are equivalent, the two processes can be added for the same $\mathbf k'$, which gives the factor

$$2n+1=\coth\frac{\omega}{2kT}=\frac{2kT}{\omega}\left[1+\frac{1}{12}\left(\frac{\omega}{kT}\right)^2+\dots\right].$$

The correction is of second order, and we drop it. With $\omega=vq$ and $\rho v^2=C$,

$$\frac{D^2q^2}{2\rho\Omega\omega}\,\frac{2kT}{\omega}=\frac{D^2q^2kT}{\rho\Omega v^2q^2}=\frac{D^2kT}{C\Omega}.$$

The powers of $q$ cancel. A short wave strains the crystal more for a given amplitude, but its thermal amplitude is smaller in the same proportion. The remaining dependence on $\mathbf q$ is in $G(q_z)$.

**Sum over $q_z$.** Write $\Omega=AL_z$, where $A$ is the area. The sum over $q_z$ becomes $L_z\int dq_z/2\pi$, and $L_z$ cancels. Inserting the definition of $G$ twice,

$$\int\frac{dq_z}{2\pi}|G(q_z)|^2=\int\!\!\int\psi^2(z)\psi^2(z')\,\delta(z-z')\,dz\,dz'=\int_0^\infty\psi^4(z)\,dz\equiv J .$$

The quantity $J$ is an inverse length, and $1/J$ serves as the effective width of the state. A narrower state has a broader $G(q_z)$ and so couples to more phonons.

**Sum over final states.** Fermi's golden rule gives the rate from $\mathbf k$ to $\mathbf k'$:

$$w_{\mathbf k\mathbf k'}=2\pi\,\frac{D^2kT}{CA}\,J\;\delta(E_{k'}-E_k).$$

It does not depend on the angle $\theta$ between $\mathbf k$ and $\mathbf k'$. The rate of momentum loss weights each collision by $1-\cos\theta$, since $k'=k$. The phonon conserves spin, so final states of one spin are counted. With $k'dk'=m\,dE_{k'}$,

$$\frac1\tau=\frac{A}{(2\pi)^2}\int_0^{2\pi}\!d\theta\,(1-\cos\theta)\int m\,dE_{k'}\;w_{\mathbf k\mathbf k'}
=\frac{A\,m}{(2\pi)^2}\,(2\pi)\,\frac{2\pi D^2kT\,J}{CA}.$$

The cosine integrates to zero, and

$$\boxed{\;\frac1\tau=\frac{m\,D^2\,kT\,J}{C}\;}$$

The rate is the same at every electron energy, because the density of states in a two-dimensional parabolic band is constant.

**Mobility.** Let $f_{\mathbf k}$ be the occupation of state $\mathbf k$. The exclusion principle puts $f_{\mathbf k}(1-f_{\mathbf k'})-f_{\mathbf k'}(1-f_{\mathbf k})$ into the collision balance, since $w_{\mathbf k\mathbf k'}=w_{\mathbf k'\mathbf k}$ for elastic collisions. The products cancel and leave $f_{\mathbf k}-f_{\mathbf k'}$. The mean momentum $p$ therefore decays at the rate $1/\tau$ whether or not the gas is degenerate. In a weak in-plane field that exerts a force $\mathcal F$, the steady state has $\mathcal F=p/\tau$. The drift velocity is $p/m=\mathcal F\tau/m$, so that

$$\mu=\frac{\tau}{m}=\frac{C}{m^2D^2\,kT\,J}.$$

### (c) Doubling the field

Insert the scaled state into $J$. The fourth power of $\psi$ gives $\ell^{-2}$, and $dz=\ell\,dx$ gives $\ell$:

$$J=\frac{c}{\ell},\qquad c=\int_0^\infty\phi^4dx .$$

The number $c$ contains no physical parameter. Therefore

$$\mu=\frac{C\,\ell}{c\,m^2D^2kT}\;\propto\;F^{-1/3},\qquad
\frac{\mu(F)}{\mu(2F)}=2^{1/3}\approx1.26 .$$

Doubling the field lowers the mobility by a factor of 1.26, which leaves 79 % of it. To halve the mobility, $F$ must grow by a factor of 8.

This conclusion was tested by diagonalizing the well on a grid, in the same box for all fields and without Airy functions. The ratio of the computed $J$ values is 1.2599 for a doubled force and 2.000 for an eightfold force.

### (d) Numbers and conditions

The normalization of $\phi$ requires $c=\int\mathrm{Ai}^4dx\big/(\int\mathrm{Ai}^2dx)^2$, with both integrals starting at $a_1$. Their values are 0.10092 and 0.49170, so

$$c=\frac{0.10092}{(0.49170)^2}=0.417 .$$

At $F=0.002$ eV/Å the length scale is $\ell=21.2$ Å, and the effective width is $1/J=21.2/0.417=50.8$ Å. With $\hbar$ restored, the definition of $\ell$ reads $\hbar^2/2m=F\ell^3$. This gives $0.002\times21.198^3=19.05$ eV Å$^2$, hence $\hbar^2/m=38.1$ eV Å$^2$. The level broadening is

$$\frac{\hbar}{\tau}=\frac{m}{\hbar^2}\,\frac{D^2kT}{C}\,J=\frac{1}{38.1}\times\frac{100\times0.015}{0.9}\times\frac{1}{50.8}=8.6\times10^{-4}\ \text{eV}.$$

The mobility follows from

$$\frac{\hbar\mu}{e}=\frac{\hbar^2/m}{\hbar/\tau}=\frac{38.1}{8.614\times10^{-4}}=4.42\times10^4\ \text{Å}^2,$$

which corresponds to 6720 cm$^2$/(V s). At the doubled force, $\ell=16.8$ Å and $1/J=40.3$ Å. Then $\hbar\mu/e=3.51\times10^4$ Å$^2$, or 5330 cm$^2$/(V s). The quotient $4.42/3.51$ is again 1.26.

The neglect of screening cannot be checked here, because no electron density is given. For a nondegenerate gas, the remaining conditions on the parameters amount to an ordering of energies, $\hbar v/\ell\ll kT\ll E_2-E_1$, together with $\hbar/\tau\ll kT$. In a degenerate gas the Fermi energy would also have to lie well below the second subband.

*Single subband.* The spacing $E_2-E_1$ is 0.074 eV at the lower force and 0.118 eV at the higher. The Boltzmann factor $e^{-(E_2-E_1)/kT}$ is 0.7 % and 0.04 % respectively. In a nondegenerate gas it is the population of the second subband relative to the first, because both have the same density of states. It is also the fraction of first-subband electrons with enough energy to scatter elastically into the second. These fast electrons count for more in the mobility, where each electron is weighted by its kinetic energy. Their share is $(1+x)e^{-x}$ with $x=(E_2-E_1)/kT$, or 4 % at the lower force and 0.3 % at the higher. Including the higher subbands would lower the ratio of mobilities by about 1 %, to 1.25.

The assumption fails in weak fields, since the spacing shrinks as $F\ell\propto F^{2/3}$. It equals $kT$ when $F$ has fallen by the factor $(0.015/0.0742)^{3/2}=0.09$, that is, at about $1.8\times10^{-4}$ eV/Å. Well before that, intersubband scattering must be included, and the one-third power no longer follows from this argument.

*Equipartition.* A typical $q_z$ is $1/\ell$, with phonon energy $\hbar v/\ell=0.0017$ eV at the lower force and 0.0021 eV at the higher. The in-plane transfer matters as well. An electron of energy $kT$ has $k=\sqrt{0.015/19.05}=0.028$ Å$^{-1}$. The largest elastic transfer is $2k=0.056$ Å$^{-1}$, with phonon energy $0.035\times0.056=0.0020$ eV. Taken separately, these energies are 11 to 14 % of $kT$. A phonon carries both wavevector components, and since $q^2=Q^2+q_z^2$, the two estimates combine to 17 % of $kT$ at the lower force and 19 % at the higher. Variation 2 estimates what this does to the mobility. Cooling improves the single-subband assumption but worsens this one.

*Level broadening.* At $8.6\times10^{-4}$ eV and $1.1\times10^{-3}$ eV, $\hbar/\tau$ is 6 to 7 % of $kT$, small enough for the golden rule to be reasonable.

Two further conditions concern the well itself. A wall of finite height $V_0$ would leave the ratio $V_0/F\ell$ in the scaled equation, so the shape of the state would depend on $F$, and the power law would be approximate. Also, $F$ is here a given parameter. In a transistor channel the electrons contribute to the field that confines them, and doubling the gate voltage or the electron density need not double $F$. The lower force corresponds to 0.2 MV/cm, which in a medium of relative permittivity 11.7 ends on about $1.3\times10^{12}$ charges per cm$^2$. This is close to $mkT/\pi\hbar^2=1.25\times10^{12}$ cm$^{-2}$, the density at which the gas becomes degenerate. The nondegenerate, unscreened estimates above therefore presuppose that fixed charge, not the electrons, supplies most of the field.

## Variation 1: a second wall

*A second impenetrable wall is placed at $z=L=40$ Å, and the phonons are still taken as bulk waves. Does doubling $F$ from 0.002 eV/Å still lower the mobility by 1.26?*

The result $\mu\propto1/J$ holds for any ground state, so $J$ is all that has to be examined. At $F=0$ the state is $\psi=\sqrt{2/L}\,\sin(\pi z/L)$. The mean of $\sin^4$ over the film is $3/8$, which gives

$$J_0=\frac{4}{L^2}\cdot\frac{3L}{8}=\frac{3}{2L}.$$

The effective width is $2L/3=27$ Å, less than the 51 Å and 40 Å of the triangular well at the two forces. The walls, rather than the field, set the width.

Reversing the force reflects the density about the middle of the film and leaves $J$ unchanged. Therefore $J$ is even in $F$, and to leading order $J=J_0(1+\alpha F^2)$. Doubling the force gives

$$\frac{\mu(F)}{\mu(2F)}=\frac{1+4\alpha F^2}{1+\alpha F^2}\approx1+3\alpha F^2 .$$

The expansion is good if the field mixes the lowest two film states weakly. Their spacing is $3\pi^2(\hbar^2/2m)/L^2=3\pi^2\times19.05/1600=0.35$ eV. The matrix element of $Fz$ between them has magnitude $16FL/9\pi^2=0.18\times0.08=0.014$ eV. The admixed amplitude is thus about 0.04, and 0.08 after doubling.

Diagonalization gives a mobility ratio of 1.007. The mobility drops by less than 1 %, although the field has doubled. The factor 1.26 belongs to a state whose width is set by the field.

## Variation 2: phonon energies restored

*For a nondegenerate gas, estimate how the energy exchanged with the phonons changes the rate and the ratio of mobilities.*

Assume that the drifting gas is a displaced Maxwellian. For a small drift velocity $u$ along $x$, $f=f_0(1+uk_x/kT)$, where $f_0$ is the equilibrium distribution normalized to one electron. Let $W_{\mathbf k\mathbf k'}$ be the full transition rate. The rate of momentum loss is $\sum fW(k_x-k_x')$. The term with $f_0$ alone vanishes, because detailed balance makes $f_0W$ symmetric in $\mathbf k$ and $\mathbf k'$. The same symmetry turns $k_x(k_x-k_x')$ into $\tfrac12(k_x-k_x')^2$. Setting the loss equal to $mu/\tau$ gives

$$\frac1\tau=\frac{1}{2mkT}\sum_{\mathbf k\mathbf k'}f_0\,W_{\mathbf k\mathbf k'}\,Q_x^2 ,\qquad Q_x=k_x'-k_x .$$

For elastic isotropic scattering, the mean of $Q_x^2$ is $\langle k_x^2\rangle+\langle k_x'^2\rangle=2mkT$, and the earlier rate returns.

For absorption, energy conservation requires $\omega=Q^2/2m+\mathbf k\cdot\mathbf Q/m$. In a Maxwellian gas, $\mathbf k\cdot\mathbf Q/m$ is Gaussian with variance $Q^2kT/m$. The absorption rate is therefore proportional to

$$n\,\exp\!\left[-\frac{m}{2kTQ^2}\left(\omega-\frac{Q^2}{2m}\right)^2\right]
=n\,e^{\omega/2kT}\,e^{-m\omega^2/2kTQ^2}\,e^{-Q^2/8mkT}.$$

Emission replaces $n$ by $n+1$ and $\omega$ by $-\omega$. Since $(n+1)e^{-\omega/2kT}=n\,e^{\omega/2kT}$, it contributes equally. In the elastic treatment, $n\,e^{\omega/2kT}$ is replaced by $kT/\omega$ and the second exponential by 1. Each phonon's contribution is thus multiplied by

$$R=\frac{\omega/2kT}{\sinh(\omega/2kT)}\;e^{-m\omega^2/2kTQ^2}\;<1 .$$

Within this estimate, the phonon energies lower the scattering rate. Moreover, $R$ falls as $\omega$ rises at fixed $Q$. A stronger field compresses the state and shifts the weight $|G(q_z)|^2$ to larger $q_z$, so the reduction grows with $F$.

Numerical integration gives rates of 0.9956 and 0.9943 times the elastic ones at the lower and higher force. The mobility ratio becomes

$$1.2599\times\frac{0.9943}{0.9956}=1.258 .$$

Phonon energies of more than a tenth of $kT$ change the rates by about half a percent, because $R$ departs from 1 in second order in $\omega$. The figures 0.9956 and 0.9943 belong to the displaced Maxwellian. If the distribution is allowed to change shape, as in the linearized Boltzmann equation, they become about 0.995 and 0.993, and the ratio is still 1.258. Within the single-subband model, the factor thus remains about 1.26 for these parameters.

## Numbers as computed

```
effective mass: 0.20 electron masses
deformation potential D: 10.0 eV
elastic constant C: 0.90 eV/angstrom^3
hbar * sound speed: 0.035 eV angstrom
thermal energy kT: 0.015 eV
first zero of Ai: -2.33811 (pure number)
second zero of Ai: -4.08795 (pure number)
integral of Ai^2 from first zero: 0.49170 (pure number)
integral of Ai^4 from first zero: 0.10092 (pure number)
c = J * ell: 0.41743 (pure number)
[F = 0.002 eV/angstrom] ell: 21.198 angstrom
[F = 0.002 eV/angstrom] ground level E1: 0.09912 eV
[F = 0.002 eV/angstrom] effective width 1/J: 50.781 angstrom
[F = 0.002 eV/angstrom] spacing E2-E1: 0.07418 eV
[F = 0.002 eV/angstrom] exp(-(E2-E1)/kT): 7.11e-03
[F = 0.002 eV/angstrom] phonon energy hbar v/ell: 0.00165 eV
[F = 0.002 eV/angstrom] hbar/tau: 8.6144e-04 eV
[F = 0.002 eV/angstrom] hbar mu/e: 44228.0 angstrom^2
[F = 0.002 eV/angstrom] mobility: 6719.4 cm^2/(V s)
[F = 0.002 eV/angstrom] rate with phonon energies / elastic: 0.99557
[F = 0.004 eV/angstrom] ell: 16.825 angstrom
[F = 0.004 eV/angstrom] ground level E1: 0.15735 eV
[F = 0.004 eV/angstrom] effective width 1/J: 40.305 angstrom
[F = 0.004 eV/angstrom] spacing E2-E1: 0.11776 eV
[F = 0.004 eV/angstrom] exp(-(E2-E1)/kT): 3.89e-04
[F = 0.004 eV/angstrom] phonon energy hbar v/ell: 0.00208 eV
[F = 0.004 eV/angstrom] hbar/tau: 1.0853e-03 eV
[F = 0.004 eV/angstrom] hbar mu/e: 35103.8 angstrom^2
[F = 0.004 eV/angstrom] mobility: 5333.2 cm^2/(V s)
[F = 0.004 eV/angstrom] rate with phonon energies / elastic: 0.99427
mobility ratio mu(F)/mu(2F), formula: 1.25992
same ratio from diagonalization: 1.25992
same ratio with phonon energies kept: 1.25828
fraction of mobility left, mu(2F)/mu(F): 0.79370
ratio mu(F)/mu(8F) from diagonalization: 2.00000
second wall in counterexample at: 40.0 angstrom
ratio mu(F)/mu(2F) with second wall: 1.00682
```
